# Exchange and the near 1:1 L3:L2 ratio in calcium and titanium: test program

```python
"""L3:L2 ratio of 2p -> 3d absorption in an ion with an empty 3d shell.

Result under test: with spin-orbit splitting Delta and electron-hole exchange
g = (4/3) G1, the two-pole response gives
    L3/L2 = (R - u)/(R + u),  u = g/Delta - 1/3,  R = sqrt(u^2 + 8/9),
so that exchange moves weight from L3 to L2 and the ratio is 1 at g = Delta/3.
Symbols: zeta = 2p spin-orbit constant, Delta = 1.5 zeta; F0, F2 = direct and
G1, G3 = exchange Slater integrals of 2p and 3d. L2 is the upper bright pole.
The formula is compared with all 60 states of the configuration 2p5 3d1.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, gamma
from pyscf import gto, scf

EV = sc.value("Hartree energy in eV")
ALPHA = sc.fine_structure

# ---------- angular Coulomb integrals by quadrature over two spheres ----------
cos_t, w_t = leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = [q.ravel() for q in np.meshgrid(cos_t, phi, indexing="ij")]
weight = np.repeat(w_t, 12) / 24
st = np.sqrt(1 - ct**2)
x, y, z = st * np.cos(ph), st * np.sin(ph), ct
points = np.array([x, y, z])
p_orb = np.sqrt(3) * points
d_orb = np.array([np.sqrt(15) * x * y, np.sqrt(15) * y * z,
                  np.sqrt(5) / 2 * (3 * z**2 - 1), np.sqrt(15) * x * z,
                  np.sqrt(15) / 2 * (x**2 - y**2)])
pd = np.einsum("ip,ap->iap", p_orb, d_orb) * weight
pp = np.einsum("ip,jp->ijp", p_orb, p_orb) * weight
dd = np.einsum("ap,bp->abp", d_orb, d_orb) * weight
cos_between = np.clip(points.T @ points, -1, 1)


def exchange_angular(k):
    leg = eval_legendre(k, cos_between)
    return np.einsum("iap,pq,jbq->iajb", pd, leg, pd, optimize=True)


def direct_angular(k):
    leg = eval_legendre(k, cos_between)
    return np.einsum("ijp,pq,abq->iajb", pp, leg, dd, optimize=True)


ex_ang = {k: exchange_angular(k) for k in (1, 3)}
di_ang = {k: direct_angular(k) for k in (0, 2)}

# ---------- the 60 hole-particle states: hole (i, spin), electron (a, spin) ----
I2, I5 = np.eye(2), np.eye(5)
EX = {k: np.einsum("iajb,st,uv->isatjubv", m, I2, I2).reshape(60, 60)
      for k, m in ex_ang.items()}
DI = {k: np.einsum("iajb,su,tv->isatjubv", m, I2, I2).reshape(60, 60)
      for k, m in di_ang.items()}
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = 0.5 * np.einsum("kij,ksu->isju", -1j * levi, pauli)
SO = -np.einsum("juis,ab,tv->isatjubv", l_dot_s, I5, I2).reshape(60, 60)
dipole = np.einsum("iap,p->ia", pd, z)
bright = np.einsum("ia,st->isat", dipole, I2).reshape(60)
bright = bright / np.linalg.norm(bright)


def ratio_60(F0, F2, G1, G3, zeta):
    """L3/L2 from diagonalization of the whole configuration."""
    H = G1 * EX[1] + G3 * EX[3] - F0 * DI[0] - F2 * DI[2] + zeta * SO
    energy, vec = np.linalg.eigh(H)
    strength = abs(vec.conj().T @ bright)**2
    top = energy[strength > 1e-8].max()
    upper = strength[abs(energy - top) < 1e-6].sum()
    return (strength.sum() - upper) / upper


# ---------- two-pole model ----------
amp = np.sqrt(np.array([2 / 3, 1 / 3]))


def ratio_formula(g_over_delta):
    u = g_over_delta - 1 / 3
    R = np.sqrt(u**2 + 8 / 9)
    return (R - u) / (R + u)


def coupling_from_ratio(r):
    return 1 / 3 + np.sqrt(2) / 3 * (1 - r) / np.sqrt(r)


def separation_formula(delta, g):
    return np.sqrt(delta**2 - 2 * g * delta / 3 + g**2)


def ratio_matrix(delta, g, diagonal=1.0, offdiagonal=1.0):
    K = g * np.outer(amp, amp)
    Kd = np.diag(np.diag(K))
    e, v = np.linalg.eigh(np.diag([0, delta]) + diagonal * Kd
                          + offdiagonal * (K - Kd))
    s = (v.T @ amp)**2
    return s[0] / s[1], e[1] - e[0]


def ratio_with_backward(delta, g, edge):
    w = np.array([edge, edge + delta])
    q = np.sqrt(w) * amp
    e2, v = np.linalg.eigh(np.diag(w**2) + 2 * g * np.outer(q, q))
    s = (v.T @ q)**2 / np.sqrt(e2)
    return s[0] / s[1]


# statistical weights and off-diagonal elements from the 60 states
half = (SO + 0.5 * np.eye(60)) / 1.5
part2 = half @ bright
part3 = bright - part2
weight2 = np.vdot(part2, part2).real
assert abs(weight2 - 1 / 3) < 1e-10
b2 = part2 / np.linalg.norm(part2)
b3 = part3 / np.linalg.norm(part3)
off_ex = np.vdot(b3, EX[1] @ b2).real
off_di = -np.vdot(b3, DI[2] @ b2).real
assert abs(off_ex - 4 * np.sqrt(2) / 9) < 1e-10
assert abs(off_di + np.sqrt(2) / 10) < 1e-10
# exchange acts on the bright state alone in the dipole channel
assert np.allclose(EX[1], 4 / 3 * sum(
    np.outer(v, v) for v in
    [(lambda t: t / np.linalg.norm(t))(
        np.einsum("ia,st->isat", np.einsum("iap,p->ia", pd, q), I2).ravel())
     for q in points]), atol=1e-10)
assert np.linalg.norm(EX[3] @ b2) < 1e-10 and np.linalg.norm(EX[3] @ b3) < 1e-10

# formula against the 60 states, the matrix and a contour integral
for zt, G1t in ((4.0, 0.5), (4.0, 1.5), (2.0, 3.0), (3.0, 6.0)):
    dt, gt = 1.5 * zt, 4 * G1t / 3
    r_big = ratio_60(0, 0, G1t, 0.6 * G1t, zt)
    assert abs(r_big - ratio_formula(gt / dt)) < 1e-7
    assert abs(coupling_from_ratio(r_big) - gt / dt) < 1e-7
    sep = ratio_matrix(dt, gt)[1]
    assert abs(sep - separation_formula(dt, gt)) < 1e-10
    upper_pole = (dt + gt + sep) / 2
    turn = np.exp(2j * np.pi * np.arange(400) / 400)
    E = upper_pole + 0.4 * sep * turn
    chi0 = (2 / 3) / E + (1 / 3) / (E - dt)
    residue = np.mean(chi0 / (1 - gt * chi0) * 0.4 * sep * turn).real
    assert abs(residue - 1 / (1 + r_big)) < 1e-7

# roles of the separate terms
assert abs(ratio_60(20, 5, 3, 2, 3) - ratio_60(0, 5, 3, 2, 3)) < 1e-7
assert abs(ratio_60(0, 5, 3, 2, 3) - ratio_60(0, 5, 3, 0, 3)) < 1e-7
assert ratio_matrix(6.0, -1.0)[0] > 2
off_only_cross = brentq(lambda q: ratio_matrix(1, q, diagonal=0)[0] - 1, 0.1, 1)
assert abs(off_only_cross - 3 / 8) < 1e-9
r_diag = ratio_matrix(6.0, 2.0, offdiagonal=0)[0]
r_off = ratio_matrix(6.0, 2.0, diagonal=0)[0]
r_both = ratio_matrix(6.0, 2.0)[0]
r_back = ratio_with_backward(6.0, 2.0, 400.0)
assert abs(r_back / r_both - 1) < 0.05  # corrections of order Delta/edge

# ---------- radial quantities ----------
r = np.geomspace(1e-5, 40, 6001)


def running(f):
    return cumulative_trapezoid(f, r, initial=0)


def slater(k, rho1, rho2):
    inner = rho1 * running(rho2 * r**k) + rho2 * running(rho1 * r**k)
    return running(inner / r**(k + 1))[-1]


def spin_orbit(P, enclosed_charge):
    return ALPHA**2 / 2 * running(P**2 * enclosed_charge / r**3)[-1]


def dirac_level(Z, k):
    root = np.sqrt(k**2 - (ALPHA * Z)**2)
    return (1 + (ALPHA * Z / (2 - k + root))**2)**-0.5 / ALPHA**2


P_h = r**2 * np.exp(-10 * r)
P_h = P_h / np.sqrt(running(P_h**2)[-1])
exact_split = dirac_level(20, 2) - dirac_level(20, 1)
so_check = 1.5 * spin_orbit(P_h, 20.0) / exact_split
assert abs(so_check - 1) < 0.03  # next order is (Z alpha)^2, about 2 percent


def core_hole_ion(symbol, charge):
    basis = ([[0, [0.1 * 2.5**k, 1.0]] for k in range(16)]
             + [[1, [0.1 * 2.5**k, 1.0]] for k in range(13)]
             + [[2, [0.06 * 2.5**k, 1.0]] for k in range(8)])
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge,
                basis={symbol: basis}, verbose=0)
    occ = np.zeros(mol.nao_nr())
    occ[:9] = 2
    occ[2:5] = 5 / 3
    mf = scf.RHF(mol)
    mf.get_occ = lambda *args, **kwargs: occ
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    fock, overlap, loc = mf.get_fock(), mf.get_ovlp(), mol.ao_loc_nr()
    radial, lowest, level = {}, {}, {}
    for l in (0, 1, 2):
        shells = [s for s in range(mol.nbas) if mol.bas_angular(s) == l]
        idx = np.array([loc[s] + (2 if l else 0) for s in shells])
        e, c = eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])
        ex = np.array([mol.bas_exp(s)[0] for s in shells])[:, None]
        norm = np.sqrt(2 * (2 * ex)**(l + 1.5) / gamma(l + 1.5))
        radial[l] = c.T @ (norm * r**(l + 1) * np.exp(-ex * r**2))
        lowest[l] = np.zeros(len(occ))
        lowest[l][idx] = c[:, 0]
        level[l] = e[0]
    P2p, P3d = radial[1][0], radial[2][0]
    assert abs(running(P2p**2)[-1] - 1) < 1e-4
    assert abs(running(P3d**2)[-1] - 1) < 1e-4
    assert level[2] < 0
    density = (2 * (radial[0][:3]**2).sum(axis=0)
               + 5 * P2p**2 + 6 * radial[1][1]**2)
    zeta = spin_orbit(P2p, mol.atom_charge(0) - running(density))
    F0, F2 = [slater(k, P2p**2, P3d**2) for k in (0, 2)]
    G1, G3 = [slater(k, P2p * P3d, P2p * P3d) for k in (1, 3)]
    # the same Coulomb integrals from the Gaussian integral code
    cp, cd = lowest[1], lowest[2]
    mix = (np.outer(cp, cd) + np.outer(cd, cp)) / 2
    ex_gauss = cp @ mf.get_j(mol, mix) @ cd
    di_gauss = cp @ mf.get_j(mol, np.outer(cd, cd)) @ cp
    ex_here = G1 * ex_ang[1][2, 2, 2, 2] + G3 * ex_ang[3][2, 2, 2, 2]
    di_here = F0 * di_ang[0][2, 2, 2, 2] + F2 * di_ang[2][2, 2, 2, 2]
    assert abs(ex_gauss - ex_here) < 2e-5
    assert abs(di_gauss - di_here) < 2e-4
    radius = running(P3d**2 * r)[-1] * sc.value("Bohr radius") * 1e12
    return [q * EV for q in (zeta, F2, G1, G3)] + [radius]


# ---------- output ----------
print("Two-pole model, L3:L2 against g/Delta (no unit)")
for q in (0.0, 0.1, 0.2, 1 / 3, 0.5, 1.0):
    print(f"  g/Delta = {q:.3f}: L3/L2 = {ratio_matrix(1.0, q)[0]:.3f}")
print(f"g/Delta giving L3/L2 = 1.2: {coupling_from_ratio(1.2):.3f}")
print(f"g/Delta giving L3/L2 = 0.8: {coupling_from_ratio(0.8):.3f}")
print("Round case Delta = 6 eV, g = 2 eV:")
print(f"  pole separation = {ratio_matrix(6.0, 2.0)[1]:.3f} eV")
print(f"  L3/L2, diagonal exchange only = {r_diag:.3f}")
print(f"  L3/L2, off-diagonal exchange only = {r_off:.3f}")
print(f"  L3/L2, both = {r_both:.3f}")
print(f"  L3/L2, with backward response, edge 400 eV = {r_back:.3f}")
print(f"Crossing without diagonal exchange: g/Delta = {off_only_cross:.4f}")
print(f"Spin-orbit formula / Dirac splitting, Z = 20: {so_check:.4f}")

for symbol, charge in (("Ca", 2), ("Ti", 4)):
    zeta, F2, G1, G3, radius = core_hole_ion(symbol, charge)
    delta, g = 1.5 * zeta, 4 * G1 / 3
    r_two, separation = ratio_matrix(delta, g)
    r_full = ratio_60(0, F2, G1, G3, zeta)
    r_direct = ratio_60(0, F2, 0, 0, zeta)
    assert abs(ratio_60(0, 0, G1, G3, zeta) - ratio_formula(g / delta)) < 1e-7
    assert r_two < r_full < 1 < 2 < r_direct
    scale = brentq(lambda s: ratio_60(0, s * F2, s * G1, s * G3, zeta) - 1,
                   0.05, 1.0)
    print(f"{symbol}{charge}+ with a 2p hole:")
    print(f"  mean 3d radius = {radius:.1f} pm")
    print(f"  zeta(2p) = {zeta:.3f} eV")
    print(f"  Delta = {delta:.3f} eV")
    print(f"  F2 = {F2:.3f} eV")
    print(f"  G1 = {G1:.3f} eV")
    print(f"  G3 = {G3:.3f} eV")
    print(f"  g = {g:.3f} eV")
    print(f"  g/Delta = {g / delta:.3f}")
    print(f"  off-diagonal, exchange = {off_ex * G1:.3f} eV")
    print(f"  off-diagonal, direct = {off_di * F2:.3f} eV")
    print(f"  two-pole separation = {separation:.3f} eV")
    print(f"  L3/L2, two-pole with bare g = {r_two:.3f}")
    print(f"  L3/L2, all 60 states = {r_full:.3f}")
    print(f"  L3/L2, direct term only = {r_direct:.3f}")
    print(f"  g needed for 1:1, two-pole = {delta / 3:.3f} eV")
    print(f"  needed g / bare g = {delta / 3 / g:.3f}")
    print(f"  common Slater scale for 1:1, 60 states = {scale:.3f}")

print("all good")
```

Printed output:

```
Two-pole model, L3:L2 against g/Delta (no unit)
  g/Delta = 0.000: L3/L2 = 2.000
  g/Delta = 0.100: L3/L2 = 1.632
  g/Delta = 0.200: L3/L2 = 1.326
  g/Delta = 0.333: L3/L2 = 1.000
  g/Delta = 0.500: L3/L2 = 0.703
  g/Delta = 1.000: L3/L2 = 0.268
g/Delta giving L3/L2 = 1.2: 0.247
g/Delta giving L3/L2 = 0.8: 0.439
Round case Delta = 6 eV, g = 2 eV:
  pole separation = 5.657 eV
  L3/L2, diagonal exchange only = 2.000
  L3/L2, off-diagonal exchange only = 1.073
  L3/L2, both = 1.000
  L3/L2, with backward response, edge 400 eV = 1.002
Crossing without diagonal exchange: g/Delta = 0.3750
Spin-orbit formula / Dirac splitting, Z = 20: 0.9867
Ca2+ with a 2p hole:
  mean 3d radius = 82.3 pm
  zeta(2p) = 2.486 eV
  Delta = 3.729 eV
  F2 = 3.572 eV
  G1 = 2.341 eV
  G3 = 1.327 eV
  g = 3.122 eV
  g/Delta = 0.837
  off-diagonal, exchange = 1.472 eV
  off-diagonal, direct = -0.505 eV
  two-pole separation = 3.986 eV
  L3/L2, two-pole with bare g = 0.359
  L3/L2, all 60 states = 0.668
  L3/L2, direct term only = 3.672
  g needed for 1:1, two-pole = 1.243 eV
  needed g / bare g = 0.398
  common Slater scale for 1:1, 60 states = 0.628
Ti4+ with a 2p hole:
  mean 3d radius = 57.1 pm
  zeta(2p) = 3.874 eV
  Delta = 5.811 eV
  F2 = 6.149 eV
  G1 = 4.491 eV
  G3 = 2.556 eV
  g = 5.988 eV
  g/Delta = 1.030
  off-diagonal, exchange = 2.823 eV
  off-diagonal, direct = -0.870 eV
  two-pole separation = 6.813 eV
  L3/L2, two-pole with bare g = 0.254
  L3/L2, all 60 states = 0.482
  L3/L2, direct term only = 3.916
  g needed for 1:1, two-pole = 1.937 eV
  needed g / bare g = 0.323
  common Slater scale for 1:1, 60 states = 0.479
all good
```
